# How a bleaching front slows down in thick resist

**Q.** You say that light bleaches its way down through a thick resist as a front, and that the front slows down as the dose grows. Before I believe in a front, what equations are you assuming?

**A.** Two local ones. Let $z$ be the depth below the resist surface, $I(z,t)$ the light intensity, and $M(z,t)$ the fraction of the bleachable absorber still present, with $M=1$ before exposure. Then

$$\frac{\partial I}{\partial z}=-(AM+B)\,I,\qquad \frac{\partial M}{\partial t}=-C\,I\,M .$$

$A$ is the absorption coefficient that bleaching removes, $B$ is the permanent part, including any absorption by the products, and $C$ is the bleaching rate constant. All three are uniform and constant. The light is monochromatic, at normal incidence, and travels downward. This last condition is what "matched film" means here: nothing is reflected at the bottom, and bleaching does not change the real refractive index.

Let $E$ be the dose just inside the top surface, so that reflection at that surface has already been subtracted. Since no light returns from below, a layer is unaffected by what lies under it. The film thickness therefore drops out of the problem as long as the front is still inside the film.

**Q.** These are coupled nonlinear equations in depth and time. Must I follow the whole exposure history?

**A.** No, the time integral can be done. Define the dimensionless local dose

$$\varepsilon(z)=C\int I(z,t)\,dt .$$

The second equation reads $\partial \ln M/\partial t=-CI$, so $M=e^{-\varepsilon}$. It also gives

$$C\int IM\,dt=-\int\frac{\partial M}{\partial t}\,dt=1-M=1-e^{-\varepsilon}.$$

Now multiply the light equation by $C$ and integrate it over time. The left side becomes $d\varepsilon/dz$, and the two terms on the right become $-A(1-e^{-\varepsilon})$ and $-B\varepsilon$:

$$\frac{d\varepsilon}{dz}=-g(\varepsilon),\qquad g(\varepsilon)=B\varepsilon+A\left(1-e^{-\varepsilon}\right),\qquad \varepsilon(0)=CE .$$

Within this model nothing has been approximated. The state after exposure depends on the total dose, not on how the lamp intensity varied in time.

**Q.** Where is the front in that? I see a smooth curve.

**A.** It is smooth, so a level has to be chosen. I define the front depth $z_f$ by $M=1/2$, that is $\varepsilon=\ln 2$. Such a point exists inside the resist once $CE>\ln 2$. Separating variables and integrating from the surface down to the front gives

$$z_f=\int_{\ln 2}^{CE}\frac{d\varepsilon}{g(\varepsilon)} .$$

The word "front" is justified because $g$ does not contain $z$. If $\varepsilon(z)$ solves the equation, so does the same curve shifted in depth. A larger dose starts further up the same curve, so the profile already present moves down without changing shape, and more of its bleached side appears above it.

**Q.** How thick is this moving transition?

**A.** Take first $B=0$, where the integral is elementary. Since $1/(1-e^{-\varepsilon})=e^{\varepsilon}/(e^{\varepsilon}-1)$, its antiderivative is $\ln(e^{\varepsilon}-1)$, and the depth at which the local dose is $\varepsilon$ obeys

$$Az=\ln\left(e^{CE}-1\right)-\ln\left(e^{\varepsilon}-1\right).$$

At a level $M=m$ we have $e^{\varepsilon}-1=(1-m)/m$, so

$$z_m=\frac1A\ln\left(e^{CE}-1\right)+\frac1A\ln\frac{m}{1-m}.$$

The distance between $m=0.1$ and $m=0.9$ is $(\ln 9+\ln 9)/A=\ln 81/A$, independent of dose. The transition is a few absorption lengths $1/A$ wide.

The half level is convenient because its offset $\ln[m/(1-m)]$ vanishes. For $CE\gg1$ it sits at $z_f\simeq CE/A$, so with no permanent absorption the front advances linearly, with no slowing.

**Q.** Then permanent absorption must do the slowing. How deep does the front get when $B$ is small but not zero?

**A.** Write $\beta=B/A$, $X=CE$ and $a=\ln 2$. The depth in units of $1/A$ is

$$Az_f=\int_a^X\frac{d\varepsilon}{1-e^{-\varepsilon}+\beta\varepsilon}.$$

Over most of the range $\varepsilon$ is large and $e^{-\varepsilon}$ is negligible. Dropping it, and extending the lower limit to zero, gives a comparison integral:

$$\int_0^X\frac{d\varepsilon}{1+\beta\varepsilon}=\frac{\ln(1+\beta X)}{\beta}.$$

Dividing by $A$ and using $A\beta=B$, the leading result for $B\ll A$ and $CE\gg1$ is

$$z_f\simeq\frac1B\ln\left(1+\frac{BCE}{A}\right).$$

**Q.** You changed both the integrand and the lower limit. Why should the two changes not add up to an error of order $1/A$?

**A.** For the half level they cancel at $\beta=0$. Let $\delta$ be the true integral minus the comparison integral, and put $s=1-e^{-\varepsilon}$. Then

$$\delta=\int_a^X\left[\frac1{s+\beta\varepsilon}-\frac1{1+\beta\varepsilon}\right]d\varepsilon-\int_0^a\frac{d\varepsilon}{1+\beta\varepsilon}.$$

The bracket equals $e^{-\varepsilon}/[(s+\beta\varepsilon)(1+\beta\varepsilon)]$, which dies off exponentially. I therefore extend the first integral to infinity and subtract the tail. This gives $\delta=\delta_\infty(\beta)-T$, with

$$0<T<\int_X^\infty\left(\frac1s-1\right)d\varepsilon=-\ln\left(1-e^{-X}\right).$$

The upper bound follows because the bracket decreases as $\beta$ grows. The last integral follows from $1/s-1=1/(e^{\varepsilon}-1)$, whose antiderivative is $\ln(1-e^{-\varepsilon})$. For large $X$ the tail is at most about $e^{-X}$.

At $\beta=0$ the same antiderivative gives

$$\delta_\infty(0)=\left[\ln(1-e^{-\varepsilon})\right]_a^\infty-a=\ln2-\ln2=0 .$$

The error of order $1/A$ is absent.

**Q.** Then what is the first error that survives?

**A.** Differentiate $\delta_\infty$ with respect to $\beta$ and set $\beta=0$:

$$\delta_\infty'(0)=-J+\frac{a^2}{2},\qquad J=\int_a^\infty\varepsilon\left(\frac1{s^2}-1\right)d\varepsilon .$$

Let $n=1/(e^\varepsilon-1)$, so that $1/s=1+n$ and $1/s^2-1=2n+n^2$. Direct differentiation gives $dn/d\varepsilon=-e^\varepsilon/(e^\varepsilon-1)^2=-(n+n^2)$. Hence $2n+n^2=n-dn/d\varepsilon$, and integration by parts gives

$$J=\int_a^\infty\varepsilon n\,d\varepsilon-\left[\varepsilon n\right]_a^\infty+\int_a^\infty n\,d\varepsilon .$$

Since $n(a)=1$, the boundary term contributes $+a$. The last integral is $\ln2=a$, as found above. For the first, expand $n=\sum_{k\ge1}e^{-k\varepsilon}$ and integrate term by term:

$$\int_a^\infty\varepsilon n\,d\varepsilon=\sum_{k\ge1}2^{-k}\left(\frac ak+\frac1{k^2}\right)=a^2+L(\tfrac12),\qquad L(x)=\sum_{k\ge1}\frac{x^k}{k^2}.$$

Here $\sum 2^{-k}/k=-\ln(1-\tfrac12)=a$ was used.

**Q.** And $L(1/2)$? I will not take a special function on trust.

**A.** Its derivative is $L'(x)=-\ln(1-x)/x$. The combination $L(x)+L(1-x)+\ln x\,\ln(1-x)$ therefore has the derivative

$$-\frac{\ln(1-x)}{x}+\frac{\ln x}{1-x}+\frac{\ln(1-x)}{x}-\frac{\ln x}{1-x}=0 .$$

It is constant, and as $x\to0$ it tends to $L(1)=\sum1/k^2=\pi^2/6$. At $x=1/2$ this reads $2L(\tfrac12)+a^2=\pi^2/6$, so $L(\tfrac12)=\pi^2/12-a^2/2$. Collecting terms,

$$J=a^2+\frac{\pi^2}{12}-\frac{a^2}{2}+2a=\frac{\pi^2}{12}+\frac{a^2}{2}+2a,$$

$$\delta_\infty'(0)=-\left(\frac{\pi^2}{12}+2\ln2\right)=-2.2088 .$$

Dividing $\beta\,\delta_\infty'(0)$ by $A$ gives the corrected law

$$z_f=\frac1B\ln\left(1+\frac{BCE}{A}\right)-\left(\frac{\pi^2}{12}+2\ln2\right)\frac{B}{A^2}+R .$$

The true half level lags behind the logarithm by a distance that does not grow with dose.

**Q.** Unless the growth is hidden in $R$.

**A.** It can be bounded. Half the second $\beta$-derivative of the first integrand is $\varepsilon^2[(s+\beta\varepsilon)^{-3}-(1+\beta\varepsilon)^{-3}]$. Because $s<1$, this is positive and falls as $\beta$ rises, so it is largest at $\beta=0$. The second integral contributes $-\int_0^a\varepsilon^2(1+\beta\varepsilon)^{-3}d\varepsilon$, which lies between $-a^3/3$ and zero. Taylor's theorem, together with the bound on $T$, gives

$$-\frac{a^3\beta^2}{3}+\ln\left(1-e^{-CE}\right)\le AR\le K\beta^2,$$

$$K=\int_a^\infty\varepsilon^2\left[(1-e^{-\varepsilon})^{-3}-1\right]d\varepsilon=7.990 .$$

The one dose-dependent term dies off exponentially. A quadrature at $\beta=0.001$ gives an effective coefficient of 2.2009 instead of 2.2088. The difference of 0.0079 respects the allowed $K\beta=0.0080$.

**Q.** The mathematics holds together, but I still want to know why the front slows.

**A.** Count energy. The bleachable absorber takes up the power $AMI$ per unit volume. Over the whole exposure this amounts to $A\int IM\,dt=(A/C)(1-M)$, so complete bleaching costs $A/C$ per unit depth and unit area. The bleached layer above the front still absorbs with coefficient $B$, so a fraction $e^{-Bz_f}$ of the surface light arrives. Supply divided by cost is the speed:

$$\frac{dz_f}{dE}\simeq\frac CA\,e^{-Bz_f}.$$

Multiplying by $Be^{Bz_f}$ and integrating from $z_f=0$ at $E=0$ gives $e^{Bz_f}-1=BCE/A$, which is the logarithmic law again. The front slows because permanent absorption in the bleached layer dims its supply.

The quadrature gives the speed without this picture. Differentiating with respect to its upper limit,

$$\frac{dz_f}{dE}=\frac{C}{g(CE)}=\frac{C}{A(1-e^{-CE})+BCE}\simeq\frac{C}{A+BCE}.$$

This agrees with the energy argument, since the leading law says $A+BCE=Ae^{Bz_f}$.

**Q.** Does the half-bleached layer itself see all the light that arrives?

**A.** No, about half of it. Hold $z=\int_{\varepsilon}^{CE}d\varepsilon'/g(\varepsilon')$ fixed while the dose grows. Then $d\varepsilon/g(\varepsilon)=C\,dE/g(CE)$. With $I_0$ the intensity just inside the surface, $d\varepsilon=CI\,dt$ and $dE=I_0\,dt$, so

$$\frac{I}{I_0}=\frac{g(\varepsilon)}{g(CE)} .$$

At the front $g(\ln2)=A/2+B\ln2$, while the arriving fraction is $A/(A+BCE)$ for $CE\gg1$. Their ratio is $1/2+\beta\ln2$. The missing part has been absorbed in the upper half of the transition.

**Q.** "From linear to logarithmic" sounds like a switch. Where is it?

**A.** There is no switch, but there is a scale. For $1\ll CE\ll A/B$ the logarithm can be expanded:

$$z_f\simeq\frac{CE}{A}\left(1-\frac{BCE}{2A}\right).$$

For $CE\gg A/B$ the 1 inside the logarithm can be dropped, so $z_f\simeq\ln(BCE/A)/B$, and each doubling of the dose adds $\ln2/B$. The two regimes meet near $E=A/(BC)$. There the depth is $\ln2/B$ and the speed has fallen to half its initial value in the leading law. A clean linear window requires $A/B\gg1$, which is one reason for the condition $B\ll A$.

**Q.** Put numbers to it, for a resist somebody might use.

**A.** Take a diazonaphthoquinone/novolak resist exposed at 365 nm, with rough typical values $A=0.6$ /µm, $B=0.03$ /µm and $C=0.015$ cm²/mJ, in a 60 µm film. Then $\beta=0.05$, and the bleaching cost is $A/C=0.6/0.015=40$ mJ/cm² per µm of depth. The crossover dose is $0.6/(0.03\times0.015)=1333$ mJ/cm², at a depth of $0.693/0.03=23.1$ µm.

At 2000 mJ/cm², $CE=30$ and $BCE/A=1.5$. The leading law gives

$$z_f\simeq\frac{\ln 2.5}{0.03}=30.54\ \text{µm}.$$

The lag is $2.2088\times0.03/0.36=0.18$ µm, so the corrected depth is 30.36 µm. For comparison, I integrated the two original equations directly, in small dose steps on a depth grid, without the quadrature. The depths are in µm:

| $E$ (mJ/cm²) | direct | logarithm | corrected | $CE/A$ |
|---|---|---|---|---|
| 200 | 4.44 | 4.66 | 4.47 | 5.00 |
| 500 | 10.46 | 10.62 | 10.43 | 12.50 |
| 1000 | 18.50 | 18.65 | 18.47 | 25.00 |
| 2000 | 30.39 | 30.54 | 30.36 | 50.00 |
| 4000 | 46.05 | 46.21 | 46.03 | 100.00 |

**Q.** At 200 mJ/cm² your corrected depth is too large; at the other doses it is too small. Is that noise?

**A.** The bounds on $R$ allow both signs. The upper bound is $K\beta^2/A=0.033$ µm, which covers the positive differences of 0.02 to 0.03 µm. At 200 mJ/cm², $CE$ is just 3, and the finite-dose tail can lower the depth by up to $-\ln(1-e^{-3})/A\approx0.09$ µm. At 500 mJ/cm² and above this tail is below 0.001 µm.

**Q.** And the claims about speed and rigid shape?

**A.** In the direct solution the speed falls from 22.7 nm per mJ/cm² at 200 mJ/cm² to 6.25 at 4000 mJ/cm². The formula gives $0.015/(0.6+0.03\times60)=0.00625$ µm per mJ/cm² for the latter, in agreement. Repeating the run with $B=0$, in a film deep enough to hold the front (it passes 60 µm at 2400 mJ/cm² and lies at 100 µm at 4000 mJ/cm²), gives 25.0 nm per mJ/cm² at 4000 mJ/cm², which is the constant speed $C/A$ expected for $CE\gg1$: the slowing at large dose has gone.

The 10–90 % width is 6.81 µm at all five doses. This is 7 % below $\ln81/A=7.32$ µm, because permanent absorption adds to $g$ and steepens the profile. The relative intensity at the front at 4000 mJ/cm² is 0.134, against an arriving fraction of $0.6/2.4=0.25$. The ratio, 0.54, is the expected $1/2+0.05\ln2=0.53$ to within rounding.

**Q.** How much dose would take the front through the whole film?

**A.** Inverting the leading law for a thickness $D$ gives

$$E=\frac{A}{BC}\left(e^{BD}-1\right)=1333.3\times(e^{1.8}-1)=6733\ \text{mJ/cm}^2 .$$

The linear law would give $AD/C=2400$ mJ/cm², too small by a factor of 2.8. At 6733 mJ/cm² the quadrature puts the half level at 59.84 µm, short of the bottom by about the lag.

This is the dose for half-bleaching at the bottom of a matched film. It is not a dose for clearing the resist in developer, which needs a dissolution model. If a process required $M=0.1$ at the bottom, more dose would be needed, because that level lies about 3.3 µm above the half level (the $B=0$ formula $\ln9/A$ would give 3.7 µm).

**Q.** Does this film show the logarithmic regime at all?

**A.** It shows the way into it. From 2000 to 4000 mJ/cm² the front advances 15.7 µm, well short of the limiting 23.1 µm per doubling. Even when the front reaches the bottom, $BCE/A$ is about 5. The quadrature carried to $CE=2\times10^4$ and then doubled gives an advance of 23.09 µm, but that needs a far thicker resist.

**Q.** When should I refuse to use the formula?

**A.** First, when $B$ is comparable with $A$. For $B=A=0.6$ /µm and $CE=10$, the quadrature gives 3.30 µm and the logarithm 4.00 µm, which is 21 % too deep relative to the quadrature. Second, when $CE$ is not large. Below $CE=\ln2$, here 46 mJ/cm², there is no half-bleached point, yet the logarithm still returns a positive depth. Third, when light comes back from below.

**Q.** Real resist is coated on silicon and exposed in air. What survives?

**A.** The parameters are rough, and 60 µm is far thicker than the layers of order 1 µm used for fine patterning; a thick-film formulation needs its own measured constants. The depth is sensitive to all three constants. For example, changing $B$ from 0.03 to 0.04 /µm at 4000 mJ/cm², with $A$ and $C$ fixed, makes the front 6.0 µm shallower, or 13 % of the logarithmic depth. Quoting the depth to 0.01 µm therefore serves to compare formulas, not to predict a real film.

An air surface breaks the identification of lamp dose with $E$. With a resist index of 1.7 the reflectance is $(0.7/2.7)^2=6.7$ %. An incident 2000 mJ/cm² then takes the front 1.37 µm less deep than if all of it entered.

Silicon breaks the matching condition. With a rough index of $6.5+2.7i$ it reflects 41 % of the light reaching it through the resist. The unbleached resist below the front protects the front from this light, because the light must cross it twice. At 4000 mJ/cm² the estimated ratio of reflected to direct light at the front is $3.5\times10^{-8}$. It reaches 1 % when the front is 3.9 µm from the silicon. For monochromatic light the two waves interfere, so this small ratio already modulates the local intensity by about ±20 %; a modulation of ±1 % appears at about 8.7 µm. The last several micrometres therefore need a model with upward light and interference.

**Q.** And the smaller effects?

**A.** An abrupt step of 0.02 in the real index caused by bleaching would reflect about $3.5\times10^{-5}$ of the light, and about $6\times10^{-5}$ when the change of the imaginary part, $A\lambda/4\pi=0.017$, is counted as well. The actual transition is several micrometres wide, many wavelengths in the resist, so it reflects far less. Below the edge of an opening in a mask that touches the resist, near-field diffraction of collimated light spreads the edge by roughly $\sqrt{\lambda z_f/n}=3.1$ µm at 4000 mJ/cm², where $n$ is the resist index. The blur of 0.49 µm in the numerical output is the far-field expression $\lambda z_f/(nw)$ for an opening of width $w=20$ µm; it does not apply this close to the mask. The one-dimensional treatment therefore needs an opening much wider than the 3 µm edge spread, and it fails within a few micrometres of the edges. For an opening 20 µm wide, diffraction ripples the intensity near the middle by about ±20 % at this depth, which moves the half level there by a few per cent.

A lamp giving 10 mW/cm² needs 400 s for 4000 mJ/cm². With an assumed thermal conductivity of 0.2 W/(m K), the steady temperature drop across the film is at most 0.03 K if the heat leaves through the substrate. This counts only the absorbed light; heat released by the reactions and heating of the wafer as a whole are not included. I have also left out the lamp's other spectral lines, chemical side reactions, the supply of water that the photochemistry needs, and the nitrogen it releases, which can form bubbles in a film this thick; their effect on the depth is not estimated here. The full set of values is in the numerical output below.

## Numbers as computed

```
A = 0.6 /um, B = 0.03 /um, C = 0.015 cm2/mJ, B/A = 0.050
film thickness = 60 um, wavelength = 365 nm
absorbed energy to bleach, A/C = 40.0 mJ/cm2 per um
absorbed photons to bleach = 7.35e+20 per cm3
crossover dose A/(BC) = 1333 mJ/cm2
crossover depth ln2/B = 23.10 um
lag coefficient pi^2/12 + 2 ln2 = 2.2088
same from quadrature at B/A = 0.001: 2.2009
lag behind the logarithm = 0.184 um
remainder constant K = 7.990, K B^2/A^3 = 0.033 um
Front depth in um: simulated, logarithm, log minus lag, CE/A
  E = 200 mJ/cm2, CE = 3.0: 4.44, 4.66, 4.47, 5.00
  E = 500 mJ/cm2, CE = 7.5: 10.46, 10.62, 10.43, 12.50
  E = 1000 mJ/cm2, CE = 15.0: 18.50, 18.65, 18.47, 25.00
  E = 2000 mJ/cm2, CE = 30.0: 30.39, 30.54, 30.36, 50.00
  E = 4000 mJ/cm2, CE = 60.0: 46.05, 46.21, 46.03, 100.00
Simulated front speed (nm per mJ/cm2), I/I0 at front
  E = 200 mJ/cm2: 22.73, 0.486
  E = 500 mJ/cm2: 18.19, 0.389
  E = 1000 mJ/cm2: 14.29, 0.306
  E = 2000 mJ/cm2: 10.00, 0.214
  E = 4000 mJ/cm2: 6.25, 0.134
speed at B = 0, E = 4000 mJ/cm2: 25.00 nm per mJ/cm2
10-90 % width, simulated: 6.806 to 6.806 um
10-90 % width, quadrature = 6.806 um; ln81/A = 7.324 um
dose for front to reach bottom (log law) = 6733 mJ/cm2
exact half-bleached depth at that dose = 59.84 um
linear estimate of that dose = 2400 mJ/cm2
late advance per dose doubling = 23.09 um
if B = A = 0.6 /um, CE = 10: exact 3.30 um, log law 4.00 um
Neglected effects, from rough inputs
resist index 1.7, silicon index 6.5 + 2.7i
top reflectance = 6.7 %; depth loss at incident 2000 mJ/cm2 = 1.37 um
silicon reflectance under resist = 41 %
reflected/direct light at front, 4000 mJ/cm2 = 3.5e-08
front-to-silicon distance for 1 % reflected light = 3.9 um
B = 0.04 /um instead: depth change at 4000 mJ/cm2 = -6.0 um
index change 0.02: reflectance below 3.5e-05
diffraction blur at front, 20 um opening, 4000 mJ/cm2 = 0.49 um
lamp 10 mW/cm2: 4000 mJ/cm2 takes 400 s
temperature drop across film, 0.2 W/(m K): below 0.030 K
```
